# Same-Mode Backscattering from Meandering and Width-Varying Slab Waveguide Walls, part 1

(Sections cited here and not found follow in the second part.)

## First half: the reflected amplitude

Anyone who computes the back-reflection of a waveguide from measured wall profiles has to decide what to put in: the roughness of each wall taken separately, or the fluctuation of the distance between the walls. The two choices agree if the walls are statistically independent. They differ completely if the walls move together, because a single-wall calculation then predicts a reflection that is absent to first order in the displacement. The decision rests on how the waves scattered at the two walls add.

Consider a slab of refractive index \(n_1\) and nominal width \(d=2a\), surrounded by a medium of index \(n_2<n_1\). The coordinate \(x\) runs across the slab, \(z\) along it, and nothing depends on \(y\). The media are lossless, linear and nonmagnetic. The walls are displaced to

\[
x=a+f_+(z),\qquad x=-a+f_-(z).
\]

Both displacements are positive towards positive \(x\), and both vanish outside a finite length of guide. The change in width is therefore

\[
w(z)=f_+(z)-f_-(z).
\]

A meander has \(f_+=f_-=h\), so \(w=0\). A symmetric width change has \(f_+=-f_-=w/2\). Any pair of profiles is a sum of the two, with centreline displacement \((f_++f_-)/2\) and width change \(w\).

Width is measured here along \(x\). If instead the width normal to a gently bent guide is held at \(d\), the width along \(x\) is \(d\sqrt{1+h'^2}\approx d+dh'^2/2\). The difference is of second order in \(h\), so the first-order statement is the same under either definition.

Let the electric field point along \(y\), parallel to the walls, with time factor \(e^{-i\omega t}\). A wave \(e^{i\beta z}\) with \(\beta>0\) then travels towards positive \(z\). Since neither the field nor the permittivity depends on \(y\), the field has zero divergence, and Maxwell's equations reduce to

\[
\left(\frac{\partial^2}{\partial x^2}+\frac{\partial^2}{\partial z^2}\right)E+k_0^2\,\varepsilon(x,z)E=0,
\qquad k_0=\frac{\omega}{c}.
\]

Here \(\varepsilon\) is the relative permittivity, \(n_1^2\) in the core and \(n_2^2\) outside. The field \(E\) is tangential to every wall, hence continuous. Its derivatives along \(x\) and \(z\) are proportional to the two magnetic field components, which are continuous in nonmagnetic media. The field at a wall thus has one definite value, even where the wall has a step. This would not hold for an electric field normal to the wall, and that polarization is not treated here.

For straight walls the permittivity is \(\bar\varepsilon(x)\), and a guided mode \(\phi(x)e^{i\beta z}\) obeys

\[
\phi''=(\beta^2-k_0^2\bar\varepsilon)\phi .
\]

In the core the solution oscillates with transverse wavenumber \(\kappa\), and outside it decays at rate \(\gamma\), where

\[
\kappa^2=n_1^2k_0^2-\beta^2,\qquad \gamma^2=\beta^2-n_2^2k_0^2 .
\]

Adding these gives a relation used repeatedly below:

\[
\kappa^2+\gamma^2=k_0^2\Delta,\qquad \Delta=n_1^2-n_2^2 .
\]

The straight slab is unchanged by \(x\to-x\), so each mode is even or odd and can be taken real. In both cases \(\phi(-a)=\pm\phi(a)\), and therefore

\[
\phi(-a)^2=\phi(a)^2 .
\]

To find the reflected wave, write \(\varepsilon=\bar\varepsilon+\delta\varepsilon\) and project the full field on the mode:

\[
A(z)=\frac1N\int_{-\infty}^{\infty}\phi E\,dx,\qquad N=\int_{-\infty}^{\infty}\phi^2dx .
\]

Multiply the wave equation by \(\phi\) and integrate over \(x\). Two integrations by parts move the transverse derivatives from \(E\) to \(\phi\). There are no boundary terms, because \(\phi\) decays at large \(|x|\) and all the functions and slopes involved are continuous at the walls. Thus

\[
\int\phi\,\frac{\partial^2E}{\partial x^2}dx=\int\phi''E\,dx
=\beta^2NA-k_0^2\int\bar\varepsilon\,\phi E\,dx .
\]

The last term cancels the \(\bar\varepsilon\) part of \(k_0^2\int\phi\,\varepsilon E\,dx\), which leaves

\[
A''+\beta^2A=-\frac{k_0^2}{N}\int\phi\,\delta\varepsilon\,E\,dx .
\]

No approximation has been made so far. The right side contains the full field, including whatever has been scattered into other modes and into radiation.

The equation needs the solution whose scattered part leaves the rough section on both sides. The suitable Green function is

\[
G(z)=\frac{i}{2\beta}e^{i\beta|z|},\qquad G''+\beta^2G=-\delta(z).
\]

Its derivative is \(-\tfrac12\) just to the right of the origin and \(+\tfrac12\) just to the left, so it jumps by \(-1\), as required. With an incident wave of unit amplitude,

\[
A(z)=e^{i\beta z}+\frac{ik_0^2}{2\beta N}\int dz'\,e^{i\beta|z-z'|}\int dx\,\phi\,\delta\varepsilon\,E .
\]

To the left of the rough section \(|z-z'|=z'-z\). The scattered part is then \(r\,e^{-i\beta z}\), a wave travelling backwards, with amplitude

\[
r=\frac{ik_0^2}{2\beta N}\iint e^{i\beta z}\phi(x)\,\delta\varepsilon(x,z)\,E(x,z)\,dx\,dz .
\]

The incident and reflected waves have the same transverse field and the same \(\beta\), so the reflected fraction of the power is \(|r|^2\).

Now let the displacements be small. Since \(\delta\varepsilon\) occupies strips whose thickness is of first order, and the field differs from the incident field by a first-order amount, replacing \(E\) by \(\phi e^{i\beta z}\) changes \(r\) at second order. What remains is an integral over the strips.

At the upper wall a positive \(f_+\) turns cladding into core. The permittivity changes by \(+\Delta\) between \(a\) and \(a+f_+\), and the contribution is

\[
\Delta\int_a^{a+f_+}\phi^2dx=\Delta\,\phi(a)^2f_++O(f_+^2).
\]

A negative \(f_+\) reverses both the sign of \(\delta\varepsilon\) and the side on which the strip lies, and the same formula holds. At the lower wall a positive \(f_-\) turns core into cladding. The contribution is \(-\Delta\,\phi(-a)^2f_-\). Since the squared fields are equal, the sum over both walls is

\[
\int\phi^2\,\delta\varepsilon\,dx=\Delta\,\phi(a)^2(f_+-f_-)+O(f^2).
\]

The first-order reflected amplitude is therefore

\[
r_1=iK\int_{-\infty}^{\infty}w(z)\,e^{2i\beta z}dz,
\qquad
K=\frac{k_0^2\Delta\,\phi(a)^2}{2\beta N}>0 .
\]

For a meander \(w=0\) at every \(z\), so \(r_1=0\) whatever the shape of the centreline. At each cross-section one wall adds high-index material while the other removes an equal amount, at places where the mode has equal intensity. The two scattered waves have equal size and opposite sign, and they start from the same \(z\), so no difference in path spoils the cancellation. In a symmetric width change both walls add material together, and the two waves reinforce one another.

Nonzero \(w\) is necessary for first-order reflection but not sufficient. The amplitude depends on the Fourier component of \(w\) at \(2\beta\), that is, at a spatial period \(\pi/\beta\). A width change of constant size over a length \(\ell\) gives

\[
\int_0^\ell e^{2i\beta z}dz=\frac{e^{2i\beta\ell}-1}{2i\beta},
\qquad
\left|\int_0^\ell e^{2i\beta z}dz\right|=\frac{|\sin\beta\ell|}{\beta}.
\]

It reflects most at \(\ell=\pi/(2\beta)\) and not at all, to this order, at \(\ell=\pi/\beta\). In the second case the waves from its two ends cancel. That cancellation depends on the length of the section and on the wavelength. The meander cancellation takes place within each cross-section and needs no tuning.

A width modulation \(w=w_0\cos(2\beta z)\) over a length \(L\) of many periods shows the opposite limit. Its component proportional to \(e^{-2i\beta z}\) has size \(w_0/2\) and stays in phase with the integrand, so \(|r_1|\approx Kw_0L/2\). The growth with \(L\) cannot continue without bound, since the reflected power may not exceed the incident power. The first-order result requires \(Kw_0L/2\ll1\).

The coefficient \(K\) can be written without an overlap integral. For the fundamental mode take \(\phi=\cos\kappa x\) in the core. Continuity of the slope at the wall requires

\[
\kappa\tan\kappa a=\gamma .
\]

It follows that \(\cos^2\kappa a=\kappa^2/(\kappa^2+\gamma^2)\). The normalization integral has a core part and two equal decaying tails:

\[
N=a+\frac{\sin\kappa a\cos\kappa a}{\kappa}+\frac{\cos^2\kappa a}{\gamma}.
\]

The slope condition gives \(\sin\kappa a=(\gamma/\kappa)\cos\kappa a\), so the last two terms combine to

\[
\cos^2\kappa a\left(\frac{\gamma}{\kappa^2}+\frac1\gamma\right)
=\cos^2\kappa a\,\frac{\kappa^2+\gamma^2}{\kappa^2\gamma}=\frac1\gamma .
\]

Hence \(N=a+1/\gamma\). In the numerator, \(k_0^2\Delta=\kappa^2+\gamma^2\) gives \(k_0^2\Delta\,\phi(a)^2=\kappa^2\). Therefore

\[
K=\frac{\kappa^2}{2\beta(a+1/\gamma)}=\frac{\kappa^2}{\beta(d+2/\gamma)} .
\]

The length \(d+2/\gamma\) is the width of the core plus one decay length on each side.

The same \(K\) measures how the propagation constant responds to the width. Write the dispersion relation as \(\kappa a=\arctan(\gamma/\kappa)\) and differentiate with respect to \(a\) at fixed frequency. Primes denote that derivative in this paragraph. Since \(\kappa^2+\gamma^2\) is fixed, \(\gamma'=-\kappa\kappa'/\gamma\), and

\[
\kappa'a+\kappa=\frac{\kappa\gamma'-\gamma\kappa'}{\kappa^2+\gamma^2}
=-\frac{\kappa'}{\gamma}\,\frac{\kappa^2+\gamma^2}{\kappa^2+\gamma^2}
=-\frac{\kappa'}{\gamma}.
\]

Thus \(\kappa'=-\kappa/(a+1/\gamma)\). From \(\beta^2+\kappa^2=n_1^2k_0^2\) one has \(\beta'=-\kappa\kappa'/\beta\). Because \(d=2a\), the derivative with respect to \(d\) is half of that with respect to \(a\):

\[
\frac{d\beta}{dd}=\frac{\beta'}{2}=\frac{\kappa^2}{2\beta(a+1/\gamma)}=K .
\]

This identity gives the result a direct physical reading. Integrate \(r_1\) by parts, using the fact that \(w\) vanishes at both ends:

\[
r_1=-\frac{1}{2\beta}\int K\frac{dw}{dz}\,e^{2i\beta z}dz .
\]

A small step in width changes the propagation constant by \(\delta\beta=K\,\delta w\) and reflects an amplitude \(-\delta\beta/(2\beta)\). That is the small-step limit of the Fresnel form \((\beta_1-\beta_2)/(\beta_1+\beta_2)\), with \(\beta_1\) before the step and \(\beta_2\) after it. First-order backscattering is thus the sum of reflections from changes in the local propagation constant. Sliding a section of guide sideways leaves its propagation constant alone.

The vanishing for a meander also follows from symmetry, without any perturbation formula. Reflect the whole system by \(x\to-x\). The upper wall of the reflected guide is the image of the old lower wall, at \(x=a-f_-\), and its lower wall is at \(x=-a-f_+\). A mode of definite parity acquires the same factor \(\pm1\) in the incident and in the reflected wave, so their ratio does not change:

\[
r[f_+,f_-]=r[-f_-,-f_+].
\]

For a meander this reads \(r[h]=r[-h]\). Multiply the profile by a number \(\eta\); then \(r[\eta h]\) is an even function of \(\eta\), and its derivative at \(\eta=0\), if it exists, must be zero. The expansion above supplies that derivative. For a symmetric width change the identity merely maps the profile to itself and imposes no restriction.

The symmetry argument also shows where the cancellation stops. Evenness permits a term proportional to \(\eta^2\), so a meander can reflect at second order. If the outgoing mode has the opposite parity, the reflection supplies a factor \(-1\), and the amplitude is odd in \(h\). A linear term is then allowed. In the strip integral the product of the two mode functions has opposite signs at the two walls, so \(f_+-f_-\) is replaced by \(f_++f_-=2h\). A meander that returns no first-order wave in the original mode can therefore still send light into an odd guided mode, if there is one, and into odd radiation.

To first order in the wall displacements, reflection into the same mode depends only on the width change \(w\), through its Fourier component at \(2\beta\), so a meander gives none. What remains is to find the size of these effects, including the second-order reflection and the radiation of a meander, and to apply the result to random, partly correlated walls.
